\section*{A linear Haynes-type rule for excitons bound to neutral donors, part 1}

(Sections cited here and not found follow in the second part.)

\section{From a small core to a straight line}

\subsection{Two cases that can be counted}

A neutral donor holds one electron in a wide orbit around a positive ion. Different donor species in the same crystal have nearly the same distant field and differ close to the ion. Suppose that this difference acts over a region so small that it samples the electron density at one point, the donor site. If the density there is $\rho_0$ and the core attracts electrons, the energy of the neutral donor falls by $g\rho_0$, where $g>0$ measures the strength of the core. The ionization energy therefore rises by $g\rho_0$.

Now add an exciton, that is, one electron and one hole bound together, and let the donor capture it. How much does the core change the energy of capture? Two arrangements can be settled by counting, with the wavefunctions held fixed while $g$ is turned on.

In the first, the exciton sits far from the donor. The density at the core is still $\rho_0$, so the core lowers the donor with its exciton by $g\rho_0$, exactly as it lowers the donor alone. The capture energy does not change. A plot of capture energy against ionization energy, one point per species, is flat.

In the second, both electrons occupy the orbit of the neutral donor. The density at the core is $2\rho_0$, and the complex is lowered by $2g\rho_0$. The separated donor is lowered by $g\rho_0$, so the capture energy rises by the difference, $g\rho_0$. This equals the rise in ionization energy, and the plot has slope one.

If the density at the core of the complex is $(1+s)\rho_0$, the same counting gives
\begin{equation}
\frac{\text{rise in capture energy}}{\text{rise in ionization energy}}
=\frac{(1+s)g\rho_0-g\rho_0}{g\rho_0}=s .
\end{equation}
The slope is the extra density that the exciton brings to the core, in units of the density already there. What remains is to replace the point core by one of finite size, to justify the fixed wavefunctions, to include the valleys of silicon, and to compute $s$.

\subsection{Hamiltonians and units}

Take one isotropic conduction band of mass $m$ (in free-electron masses) and a static dielectric constant $\varepsilon$. In ordinary atomic units the donor electron has the Hamiltonian $-\nabla_R^2/(2m)-1/(\varepsilon R)$. Put $\mathbf R=(\varepsilon/m)\mathbf r$. Each derivative brings a factor $m/\varepsilon$, so
\begin{equation}
-\frac{1}{2m}\nabla_R^2-\frac{1}{\varepsilon R}
=\frac{m}{\varepsilon^2}\left(-\frac12\nabla^2-\frac1r\right).
\end{equation}
Lengths are henceforth in donor radii, $\varepsilon/m$ bohr, and energies in effective hartrees, $m/\varepsilon^2$ hartree. In these units the ground state is $\psi=e^{-r}/\sqrt\pi$. Indeed
\begin{equation}
-\frac12\left(\psi''+\frac2r\psi'\right)-\frac{\psi}{r}
=-\frac12\left(1-\frac2r\right)\psi-\frac{\psi}{r}=-\frac12\psi .
\end{equation}

The core is described by a potential energy $-\lambda w(r)$ felt by each electron, with $w$ positive, bounded, dimensionless and of short range. Donor species differ in $\lambda$; the shape $w$ is held fixed. The neutral donor, written D$^0$, has
\begin{equation}
H_{\rm D}=-\tfrac12\nabla^2-\frac1r-\lambda w(r).
\end{equation}
The bound exciton, D$^0$X, has electrons 1 and 2, a hole $h$, and a fixed donor ion at the origin. With $\sigma$ the ratio of hole mass to electron mass,
\begin{align}
H_{\rm DX}={}&-\tfrac12\nabla_1^2-\tfrac12\nabla_2^2-\frac{1}{2\sigma}\nabla_h^2
-\frac1{r_1}-\frac1{r_2}+\frac1{r_h}\nonumber\\
&+\frac1{r_{12}}-\frac1{r_{1h}}-\frac1{r_{2h}}-\lambda\,[w(r_1)+w(r_2)] .
\end{align}
The ion attracts electrons and repels the hole, which fixes the signs. The hole has a single isotropic band here, and its own core energy is set aside until it can be sized.

The free exciton X is far from any core. Its relative motion is that of a hydrogen atom with reduced mass $\mu=\sigma/(1+\sigma)$, and its centre of mass is at rest in the lowest state. The scaling above, with $m\to\mu$ and $\varepsilon\to1$, gives
\begin{equation}
E({\rm X})=-\frac{\mu}{2}=-\frac{\sigma}{2(1+\sigma)} .
\end{equation}

\subsection{The energy that luminescence shows}

Energies are measured from electrons at rest at the conduction-band edge and holes at rest at the valence-band edge, all far apart. The ionization energy and the exciton binding energy are then
\begin{align}
E_D&=-E({\rm D}^0),\\
E_{\rm BX}&=E({\rm D}^0)+E({\rm X})-E({\rm D}^0{\rm X}).
\label{eq:balance}
\end{align}
The second is the work needed to split the complex into a neutral donor and a free exciton.

It is also a spectral shift. When the complex emits, one electron and the hole recombine and a neutral donor stays behind. Creating an electron-hole pair costs the gap $E_g$, so the photon energy without phonons is $E_g+E({\rm D}^0{\rm X})-E({\rm D}^0)$ if the donor is left in its ground state. The free exciton at rest would give $E_g+E({\rm X})$. The difference is
\begin{equation}
[E_g+E({\rm X})]-[E_g+E({\rm D}^0{\rm X})-E({\rm D}^0)]=E_{\rm BX}.
\end{equation}
If both lines are assisted by the same phonon, its energy is subtracted from both and cancels.

\subsection{First order from the variational principle}

Let $H(\lambda)=H_0-\lambda W$ stand for either complex, with $W=w(r)$ for D$^0$ and $W=w(r_1)+w(r_2)$ for D$^0$X. Let $\psi_\lambda$ be the normalized ground state, $E(\lambda)$ its energy, and $n(\lambda)=\langle\psi_\lambda|W|\psi_\lambda\rangle$ the core average. The spin degeneracy of the unpaired particle does no harm, since $W$ does not act on spin: one spin component can be followed by itself.

Take $\delta>0$. Using $\psi_\lambda$ as a trial state for $H(\lambda+\delta)$ gives an upper bound,
\begin{equation}
E(\lambda+\delta)\le\langle\psi_\lambda|H(\lambda)-\delta W|\psi_\lambda\rangle
=E(\lambda)-\delta\,n(\lambda).
\end{equation}
Using $\psi_{\lambda+\delta}$ as a trial state for $H(\lambda)=H(\lambda+\delta)+\delta W$ gives
\begin{equation}
E(\lambda)\le E(\lambda+\delta)+\delta\,n(\lambda+\delta).
\end{equation}
Together,
\begin{equation}
-\delta\,n(\lambda+\delta)\le E(\lambda+\delta)-E(\lambda)\le-\delta\,n(\lambda).
\label{eq:sandwich}
\end{equation}
The ground state is isolated in energy and $W$ is bounded, so $n$ is continuous in $\lambda$. Dividing by $\delta$ and letting $\delta\to0$ yields
\begin{equation}
\frac{dE}{d\lambda}=-n(\lambda).
\label{eq:HF}
\end{equation}
The outer members of (\ref{eq:sandwich}) also show that $n(\lambda+\delta)\ge n(\lambda)$: an attractive core draws density in. First-order theory, which uses $n(0)$, therefore never overstates the lowering.

\subsection{Eliminating the core strength}

Write $n_D$ and $n_X$ for the core averages of D$^0$ and D$^0$X at $\lambda=0$, both electrons being counted in $n_X$. A superscript zero marks energies at $\lambda=0$. To first order,
\begin{equation}
E({\rm D}^0)=-E_D^0-\lambda n_D,\qquad
E({\rm D}^0{\rm X})=E^0({\rm D}^0{\rm X})-\lambda n_X .
\end{equation}
The exciton energy does not move. Inserting these in the definitions,
\begin{align}
E_D-E_D^0&=\lambda n_D,\\
E_{\rm BX}-E_{\rm BX}^0&=-\lambda n_D+\lambda n_X=\lambda(n_X-n_D).
\end{align}
The first equation gives $\lambda=(E_D-E_D^0)/n_D$, and the second becomes
\begin{equation}
\boxed{E_{\rm BX}=E_{\rm BX}^0+s\,(E_D-E_D^0),\qquad s=\frac{n_X}{n_D}-1 .}
\label{eq:rule}
\end{equation}
The two countable cases return: $n_X=n_D$ gives $s=0$, and $n_X=2n_D$ gives $s=1$.

This is a straight line, not a proportionality. Its intercept at $E_D=0$ is $E_{\rm BX}^0-sE_D^0$, and nothing in the derivation makes it vanish. A rule of the form $E_{\rm BX}\propto E_D$ needs that further coincidence, or a range of $E_D$ too narrow to reveal the intercept.

\subsection{What second order does to the line}

Continue each energy by one term, $E=E^0-\lambda n-\lambda^2\kappa$, with $\kappa_D$ and $\kappa_X$ for the two complexes. The upper bound above, taken from $\lambda=0$, requires $\kappa\ge0$. With $\Delta=E_D-E_D^0$,
\begin{align}
\Delta&=\lambda n_D+\lambda^2\kappa_D,\\
E_{\rm BX}-E_{\rm BX}^0&=\lambda(n_X-n_D)+\lambda^2(\kappa_X-\kappa_D).
\end{align}
Solving the first by iteration gives $\lambda=\Delta/n_D-\kappa_D\Delta^2/n_D^3$ up to cubic terms. Since $n_X-n_D=s\,n_D$, the second equation becomes
\begin{align}
E_{\rm BX}-E_{\rm BX}^0
&=s\Delta-\frac{s\kappa_D}{n_D^2}\Delta^2+\frac{\kappa_X-\kappa_D}{n_D^2}\Delta^2\nonumber\\
&=s\Delta+\frac{\kappa_X-(1+s)\kappa_D}{n_D^2}\,\Delta^2 .
\label{eq:curve}
\end{align}
The curvature contains a difference. If the second-order terms of the two complexes stand in the same ratio $1+s$ as the first-order terms, it vanishes. The relation between the two measured energies can thus stay nearly straight even when each energy is far from linear in $\lambda$.

The theorem (\ref{eq:HF}) also gives the slope at any strength. From $dE_D=n_D(\lambda)\,d\lambda$ and $dE_{\rm BX}=[n_X(\lambda)-n_D(\lambda)]\,d\lambda$,
\begin{equation}
\frac{dE_{\rm BX}}{dE_D}=\frac{n_X(\lambda)}{n_D(\lambda)}-1\equiv s(\lambda).
\label{eq:local}
\end{equation}
A real donor can therefore serve as the starting point of the line.

\subsection{How far the shape of the core matters}

Let electron 1 approach the ion while the other particles stay elsewhere. In the Schr\"odinger equation at $\lambda=0$ the term $-1/r_1$ diverges and must be cancelled by kinetic energy. For the spherical average $f(r_1)$ of the wavefunction the divergent terms are $-f'(0)/r_1-f(0)/r_1$, so $f'(0)=-f(0)$. This holds for D$^0$ and D$^0$X alike, because the other Coulomb terms remain finite. The wavefunction near the ion is $f(0)(1-r_1)$ plus a part linear in the components of $\mathbf r_1$, whose product with $f(0)$ averages to zero over angles. The averaged density is then
\begin{equation}
\rho(r)=\rho(0)\,(1-2r)+O(r^2)
\end{equation}
in both complexes. The factor $1-2r$ is common, so $n_X/n_D$ equals the ratio of densities at the ion up to corrections of second order in the core range. To that accuracy $s$ does not depend on the shape of $w$, and donors with different short-range shapes share one first-order line.

\subsection{Six valleys}

Silicon has six equivalent conduction valleys. Keep the masses isotropic, so that all six have the same envelope Hamiltonian, and let the core couple every valley to every valley, itself included, with strength $u>0$. With $J$ the $6\times6$ matrix of ones, the core term for one electron is $-u\,w(r)J$. The vector $(1,1,1,1,1,1)/\sqrt6$ satisfies $Jv=6v$; every vector whose components sum to zero gives $Jv=0$. In the symmetric combination the donor electron thus feels $-6u\,w(r)$, and the other five combinations feel no core.

For two electrons the core term is
\begin{equation}
-u\,[\,w(r_1)\,J\otimes1+w(r_2)\,1\otimes J\,].
\end{equation}
Long-range Coulomb forces do not change the valley of either electron and, for isotropic masses, do not depend on it. They commute with both matrices. When both electrons are in the symmetric combination, each matrix gives the factor 6 and the term reduces to $-6u[w(r_1)+w(r_2)]$. Hence
\begin{equation}
\lambda=6u
\end{equation}
in both complexes, at any strength within this model, and $n_X/n_D$ is untouched. No other valley combination has a deeper potential, so this one holds the ground state. The valley part is symmetric under exchange. So is the envelope, since the lowest envelope can be chosen positive everywhere. The two electron spins must therefore form a singlet.

\section{The slope in silicon and the limits of the line}

\subsection{Symbols and results carried over}

Lengths are in donor radii and energies in effective hartrees unless a unit is given. The core potential on each electron is $-\lambda w(r)$. The core averages without the core term are $n_D$ for the neutral donor D$^0$ and $n_X$ for the bound exciton D$^0$X, both electrons counted. The ionization energy is $E_D$, and $E_{\rm BX}$ is the work to split D$^0$X into D$^0$ and a free exciton. To first order $E_{\rm BX}=E_{\rm BX}^0+s(E_D-E_D^0)$ with $s=n_X/n_D-1$. At finite strength the local slope is $s(\lambda)=n_X(\lambda)/n_D(\lambda)-1$. The ratio of hole mass to electron mass is $\sigma$, and $\lambda=6u$ for six equally coupled valleys.

\subsection{Parameters and the neutral donor}

Take rough silicon values: $\varepsilon=11.7$, electron mass 0.30, hole mass 0.50, hence $\sigma=1.667$. The donor radius is 20.64 angstrom and the effective hartree 0.05963 eV. Without a core term $E_D^0=0.0298$ eV. For the core take $w=e^{-r^2/c^2}$ with $c=4.0$ angstrom, or 0.1938 donor radii. This is shorter than the lattice constant of silicon, about 5.4 angstrom, where neither a smooth envelope nor a static dielectric constant can be taken literally. The core term is therefore an effective one, with its strength fitted to the ionization energy, and not the actual potential of the impurity.

The core average of the donor can be done by hand. With density $e^{-2r}/\pi$,
\begin{equation}
n_D=4\int_0^\infty r^2e^{-2r}e^{-r^2/c^2}\,dr
=\sqrt\pi\,c^3\,\langle e^{-2r}\rangle ,
\end{equation}
where the brackets average with weight $r^2e^{-r^2/c^2}$, whose integral is $\sqrt\pi c^3/4$. Expand the exponential and use $\langle r\rangle=2c/\sqrt\pi$, $\langle r^2\rangle=\tfrac32c^2$, $\langle r^3\rangle=4c^3/\sqrt\pi$ and $\langle r^4\rangle=\tfrac{15}4c^4$:
\begin{equation}
\langle e^{-2r}\rangle\simeq1-0.437+0.113-0.022+0.004=0.658 .
\end{equation}
The prefactor is $0.0129$, so $n_D\simeq0.0085$; direct integration gives 0.008472. The first correction, 0.437, is not small. The insensitivity of $s$ to the core shape rests on this correction being common to both complexes.

To first order in the core strength, the exciton binding energy follows a straight line in the ionization energy with slope $s=n_X/n_D-1$, and $n_D$ has been found for rough silicon values. What remains is to compute $n_X$, and with it the slope, and to see how well the line holds at the core strengths of real donors.
